# Young modulus and the stiffness of a bonded film under pressure

## The argument under comment

A porous organosilicate film, 500 nm thick, is bonded to a silicon chip. A uniform pressure of 20.0 MPa is applied to its top face, and the distance between the two faces of the film falls by 1.667 nm. The argument divides the pressure by the fractional shortening, obtains 6.00 GPa, and calls this the Young modulus of the film. It gives three reasons:

1. The load acts along one axis, as in the test that defines the Young modulus.
2. The bond touches one face, so it cannot affect the bulk of the film.
3. The film is very wide, so its edges do not matter and the test is a clean one.

The numbers belong to a model film with round parameters and are consistent with each other. The division is also correct. The question is what the quotient measures.

## What the definition requires

Let $z$ be the film normal and let $x,y$ lie in the film. Tension and extension are positive, so a pressure $p$ on the top face means $\sigma_z=-p$. Strains are small and are counted from the bonded, unloaded state. Any stress left by deposition therefore drops out, provided the response is linear. The film is taken as homogeneous and isotropic, with Young modulus $E$ and Poisson ratio $\nu$, where $-1<\nu<1/2$. Both describe the porous film as a whole, not the material of its pore walls. The pressure acts on the solid skeleton, and no fluid enters the pores.

A normal stress $\sigma$ causes the strain $\sigma/E$ along its own axis and $-\nu\sigma/E$ along each of the other two. Adding the contributions of the three stresses gives Hooke's law:

$$
\epsilon_x=\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E},\qquad
\epsilon_z=\frac{\sigma_z-\nu(\sigma_x+\sigma_y)}{E},
$$

and $\epsilon_y$ follows by exchanging $x$ and $y$. No physical constant appears, so the equations have this same form in atomic units.

The Young modulus is defined with free sides, $\sigma_x=\sigma_y=0$. Then $\epsilon_z=\sigma_z/E$ and $\epsilon_x=\epsilon_y=-\nu\sigma_z/E$. The definition thus asks for one nonzero **stress**, and it lets the sides move. The first reason establishes that one external load is applied. It does not establish that the lateral stresses inside the film vanish.

## Why a bond at one face acts through the whole thickness

Consider the interior of a wide film on a substrate that does not strain laterally. Far from any edge, no position in the plane is distinguished from another, and the base is held at zero displacement everywhere. The displacements can then depend on $z$ alone: $u_x(z)$, $u_y(z)$ and $u_z(z)$.

With no body force, equilibrium along $x$ reads

$$
\frac{\partial\sigma_{xx}}{\partial x}+\frac{\partial\sigma_{xy}}{\partial y}+\frac{\partial\sigma_{xz}}{\partial z}=0 .
$$

The first two terms vanish because nothing varies in the plane, so $\sigma_{xz}$ is the same at every height. The load on the top face is purely normal, so $\sigma_{xz}=0$ there and hence throughout. Shear stress is proportional to shear strain, which here is $du_x/dz$. Therefore $u_x$ does not change with height. It is zero at the bonded base, so it is zero up to the top face. The same holds for $u_y$, and

$$
\epsilon_x=\epsilon_y=0\quad\text{at every height.}
$$

This answers the second reason. The top face is free to slide, yet in the interior it does not.

The bond is essential to this reasoning. On a frictionless base the film may expand uniformly, with $u_x$ proportional to $x$. The strain is then still the same everywhere in the plane, but the displacement is not. A bonded base forbids such a displacement.

## The correct quotient

Symmetry between $x$ and $y$ gives $\sigma_x=\sigma_y$. Setting the lateral strain to zero in Hooke's law,

$$
0=\frac{(1-\nu)\sigma_x-\nu\sigma_z}{E}
\quad\Longrightarrow\quad
\sigma_x=\frac{\nu}{1-\nu}\,\sigma_z .
$$

For positive $\nu$ the pressed film would like to expand sideways. The constraint prevents this and puts the film under lateral compression. Inserting this stress in the equation for the thickness strain,

$$
\epsilon_z=\frac{\sigma_z-2\nu\sigma_x}{E}
=\frac{\sigma_z}{E}\left(1-\frac{2\nu^2}{1-\nu}\right)
=\frac{\sigma_z}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}.
$$

The numerator factorizes, since $(1+\nu)(1-2\nu)=1-2\nu+\nu-2\nu^2=1-\nu-2\nu^2$. The quotient of normal stress and thickness strain is therefore

$$
M=\frac{\sigma_z}{\epsilon_z}=E\,\frac{1-\nu}{(1+\nu)(1-2\nu)} .
$$

This is the constrained modulus. At $\nu=1/4$ the factor is $0.75/(1.25\times0.5)=1.2$.

The Poisson ratio enters twice. Pressing the film creates a lateral stress through $\nu$, and that lateral stress acts back on the thickness through another $\nu$. The relative excess shows this:

$$
\frac ME-1=\frac{(1-\nu)-(1-\nu-2\nu^2)}{(1+\nu)(1-2\nu)}
=\frac{2\nu^2}{(1+\nu)(1-2\nu)} .
$$

In the stated range of $\nu$ the denominator is positive, so $M\ge E$, with equality at $\nu=0$. A negative Poisson ratio also gives stiffening: the lateral stress changes sign, and so does the thickness strain that a given lateral stress causes, so the combined effect keeps its sign.

Energy gives the same inequality. Let $W$ be the elastic energy per volume at a fixed thickness strain. Since $\partial W/\partial\epsilon_x=\sigma_x$ and $\partial W/\partial\epsilon_y=\sigma_y$, free sides are the condition for $W$ to be stationary with respect to the lateral strains. For a stable material this point is the minimum, with $W=\tfrac12E\epsilon_z^2$. The bonded film has $W=\tfrac12M\epsilon_z^2$ at another lateral strain, namely zero, and this energy cannot lie below the minimum.

## Two limits

For small $|\nu|$ the leading excess is $2\nu^2$. At $\nu=0.20$ this estimate gives 8 percent, while the full formula gives $M/E=1.1111$, an excess of 11 percent. The quadratic estimate is already too low there.

As $\nu$ approaches $1/2$, the factor $1-2\nu$ goes to zero. Putting $\nu=1/2$ in the other factors gives

$$
M\simeq\frac{E}{3(1-2\nu)} .
$$

The right side is the bulk modulus. Under equal stresses $\sigma$ on all axes, each strain is $(1-2\nu)\sigma/E$, the relative volume change is three times this, and their quotient is $\sigma/[3(1-2\nu)\sigma/E]=E/[3(1-2\nu)]$. The reason for the limit is geometric. With the sides fixed, a film can become thinner only by losing volume, and a nearly incompressible material resists that strongly even when its Young modulus is small. At $\nu=0.40$ the ratio $M/E$ is already 2.1429.

## A model in which the factor 1.2 can be counted

The factor can also be found without Hooke's law for an isotropic solid. Take many initially unstressed springs, equally distributed over all directions $\mathbf n$, and let every spring follow the average strain. A spring of length $\ell$ has its end displaced by $\ell\,\boldsymbol\epsilon\mathbf n$ relative to its start. To first order its relative stretch is the component along itself, $\mathbf n\cdot\boldsymbol\epsilon\mathbf n$.

Set $\epsilon_z=1$ as the unit of strain and $\epsilon_x=\epsilon_y=a$. With $c=n_z$, the stretch is $a(1-c^2)+c^2$. The stiffness along $z$, in relative units, is the directional average of its square:

$$
k(a)=a^2\langle(1-c^2)^2\rangle+2a\langle c^2(1-c^2)\rangle+\langle c^4\rangle .
$$

For directions spread evenly over a sphere, $c$ is uniformly distributed between $-1$ and $1$, so $\langle c^2\rangle=1/3$ and $\langle c^4\rangle=1/5$. Hence

$$
k(a)=\frac{8}{15}a^2+\frac{4}{15}a+\frac15 .
$$

The bonded film has $a=0$ and $k=1/5$. With free sides, $dk/da=16a/15+4/15=0$ gives $a=-1/4$, so the Poisson ratio is $1/4$. The stiffness is then

$$
k\!\left(-\tfrac14\right)=\frac1{30}-\frac1{15}+\frac15=\frac16 .
$$

The ratio is $(1/5)/(1/6)=1.2$. A real porous film has bending forces and walls that do not follow the average strain, so this model is no evidence that its Poisson ratio is $1/4$.

## Does width make the test cleaner?

The third reason has the effect of width reversed. To see this, consider a disk of radius $R$ and thickness $h$, with uniform pressure on top, a free side and $\nu=0.25$. Finite-element solutions, accurate to about 0.2 percent, give the following values of pressure divided by mean relative shortening, with the base bonded:

- $R/h=0.05$: $1.0019\,E$
- $R/h=1$: $1.0365\,E$
- $R/h=10$: $1.1688\,E$
- $R/h=20$: $1.1844\,E$

A slender bonded pillar comes close to the test that defines $E$, because most of its length is far from the bond. Widening the sample moves the result away from $E$ and towards $M$. At the centre of the disk with $R/h=10$, the quotient is $1.2000\,E$. If the base of this same disk is made frictionless, it is $1.0000\,E$. Width and bonding are both needed.

The mean approaches $M$ slowly because it includes a softer zone at the rim. At this Poisson ratio the rim zone has a width comparable to $h$, so it occupies a fraction of the area proportional to $h/R$. This suggests

$$
\text{mean shortening}\simeq\frac{ph}{M}\left(1+\beta\,\frac hR\right)
$$

for a wide disk. The result at $R/h=20$ gives $\beta=0.264$. The one at $R/h=10$ gives $10\,(1.2/1.1688-1)=0.267$, which supports the scaling. Because $\beta$ multiplies any mesh error by $R/h$, its third digit is not secure: refining the mesh raises both values by about 0.003, and $\beta$ is best read as 0.26 to 0.27.

The load must be wide as well. On the bonded disk with $R/h=10$, pressure within a radius of $5h$ gives $1.199\,E$ at the centre. Pressure within a radius of $0.5h$ gives about $1.6\,E$. In the second case the displacement under the load varies strongly in the plane, and the derivation above does not apply. Replacing $E$ by $M$ is therefore no remedy for indentation data, which need an analysis of their own.

## The numbers reconsidered

With one more digit kept in the shortening, the thickness strain in the argument has magnitude $1.6667/500=0.3333$ percent. The quotient is

$$
\frac{20.0\ \text{MPa}}{0.003333}=6.00\ \text{GPa}=M .
$$

For the model film $\nu=0.25$, so

$$
E=\frac{6.00\ \text{GPa}}{1.2}=5.00\ \text{GPa}.
$$

In microscopic units, $M=0.0374$ and $E=0.0312$ eV/angstrom³. The lateral compressive stress is $20.0/3=6.67$ MPa, which the argument had taken to be zero.

The error also works in the other direction. Someone who knows that $E=5.00$ GPa and uses it for the bonded film predicts a shortening of $500\times0.0200/5.00=2.000$ nm. This is 20 percent more than the correct 1.667 nm.

The pressure test alone yields $M$ and cannot separate $E$ from $\nu$. If the Poisson ratio were known only to lie between 0.20 and 0.30, the same quotient would allow values from $6.00/1.1111=5.40$ GPa down to $6.00/1.3462=4.46$ GPa. A value of $E$ from this test should be stated together with the $\nu$ used to obtain it.

## What the model leaves out

**Anisotropy.** Pores may make the film stiffer in its plane than along its normal. Let the in-plane modulus be $E_p$, keep $E$ for the normal direction, and keep both Poisson ratios at $\nu$: one for loading along the normal, one for the response within the plane. The lateral condition becomes $0=(1-\nu)\sigma_x/E_p-\nu\sigma_z/E$, so $\sigma_x$ is larger than before by the factor $E_p/E$. The symmetry of the elastic coefficients makes the effect of $\sigma_x$ on the thickness strain $-\nu\sigma_x/E$, and likewise for $\sigma_y$. Thus

$$
\epsilon_z=\frac{\sigma_z}{E}\left(1-\frac{2\nu^2}{1-\nu}\frac{E_p}{E}\right).
$$

For $E_p=1.2E=6.0$ GPa the bracket is $1-1.2/6=0.8$, and the quotient is $1.25E$ instead of $1.2E$.

**Strain of the silicon.** Suppose the whole chip face is loaded, the chip's sides are free and its support is frictionless. With rough values of 130 GPa and 0.28 for the silicon, its lateral expansion is $e=0.28\times0.0200/130=43.1$ ppm. The film must follow. Putting $\epsilon_x=\epsilon_y=e$ in Hooke's law gives $\sigma_x=(Ee+\nu\sigma_z)/(1-\nu)$, and then

$$
\epsilon_z=\frac{\sigma_z}{M}-\frac{2\nu}{1-\nu}\,e .
$$

The last term increases the film's shortening by 0.86 percent. A larger danger lies in the measurement. A chip 775 µm thick itself shortens by 119 nm, about 70 times as much as the film. The motion of the top face is therefore no measure of the film's strain; the distance between its two faces is needed.

**Temperature.** Let the film and the silicon expand by $\alpha_f=12.0$ and $\alpha_s=2.6$ ppm/K, again rough values. On heating by $\Delta T$ the film must adopt the silicon's lateral strain, so its elastic lateral strain is $(\alpha_s-\alpha_f)\Delta T$. Using this for $e$ with $\sigma_z=0$, and adding the free expansion, gives

$$
\frac{\epsilon_z}{\Delta T}=\alpha_f+\frac{2\nu}{1-\nu}(\alpha_f-\alpha_s)=18.3\ \text{ppm/K}.
$$

A drift of 1 K during loading changes the measured strain by 0.55 percent of its value. Warming hides part of the compression and raises the apparent quotient.

**Smaller matters.** For a chip of radius 2.0 mm the rim changes the mean shortening by 66 ppm of its value. Using logarithmic strain would change the strain by 0.17 percent of its value; this sizes the choice of strain measure, not the nonlinearity of the material. Away from the rim, where stresses concentrate at the edge of the bond, the difference between normal and lateral stress is 13.3 MPa, against a yield stress of roughly 170 MPa, taken as one third of an assumed hardness of 0.5 GPa, a rule of thumb borrowed from metals. That comparison does not cover collapse of the pores under pressure. Pores of 2 nm are 0.0040 of the thickness, which favours treating the film as a continuum.

## Relation to real films

A Young modulus of a few GPa and pores of a few nanometres are typical of porous organosilicate dielectrics. A thickness of 500 nm suits a blanket test film and is large for a single insulating level in fine wiring. The pressure of 20 MPa is far above the tens of kPa usual in polishing; it was chosen to give a shortening of the order of a nanometre. The assumption that devices break most plainly is that of a wide, uninterrupted film. At $\nu=0.25$, a free-standing bonded cylinder with radius equal to its height would show $1.04E$, not $1.2E$. Dielectric between metal lines is attached at its sides too, and neither number can be carried over to it.

## Recommendation

The value of 6.00 GPa should be reported as the constrained modulus. A Young modulus may be derived from it if the Poisson ratio comes from a separate measurement, the film is close to isotropic, and both film and load are wide compared with the thickness. The width needed for the mean shortening grows as the Poisson ratio approaches 1/2. Under uniform pressure the interior strain $p/M$ then becomes very small, while the film near the free rim can still shorten by bulging outwards, so the rim contributes a growing share of the mean. The numerical output below lists the values used here.

## Calculated quantities

```
CONSTRAINED AND FREE STIFFNESS
M/E at nu = 0.00: 1.0000
M/E at nu = 0.20: 1.1111
M/E at nu = 0.25: 1.2000
M/E at nu = 0.30: 1.3462
M/E at nu = 0.40: 2.1429
Bond model, Poisson ratio: 0.2500
Bond model, constrained stiffness: 0.2000 (relative units)
Bond model, free stiffness: 0.1667 (relative units)
Bond model, stiffness ratio: 1.2000
FINITE DISKS, nu = 0.25: pressure/(shortening/h), in units of E
Bonded pillar, R/h = 0.05, mean: 1.0019
Bonded disk, R/h = 1, mean: 1.0365
Bonded disk, R/h = 10, mean: 1.1688
Bonded disk, R/h = 20, mean: 1.1844
Bonded disk, R/h = 10, centre: 1.2000
Frictionless disk, R/h = 10, centre: 1.0000
Bonded, R/h = 10, load radius 0.5 h, centre: 1.552
Bonded, R/h = 10, load radius 5 h, centre: 1.199
Edge coefficient (excess mean shortening times R/h): 0.264
WORKED EXAMPLE, rough typical inputs
Film thickness: 500 nm
Film Young modulus E: 5.00 GPa = 0.0312 eV/angstrom^3
Film Poisson ratio: 0.25
Pressure: 20.0 MPa
Constrained modulus M: 6.00 GPa = 0.0374 eV/angstrom^3
Lateral compressive stress: 6.67 MPa
Thickness strain, magnitude: 0.3333 percent
Thickness decrease, correct (M): 1.667 nm
Thickness decrease, wrong (E): 2.000 nm
NEGLECTED EFFECTS
In-plane modulus 6.0 GPa: quotient/E = 1.2500
Silicon modulus: 130 GPa, Poisson ratio: 0.28
Silicon lateral strain: 43.1 ppm
Its share of film strain: 0.86 percent
Chip thickness: 775 um
Chip thickness decrease: 119 nm
Expansion, film: 12.0, Si: 2.6 ppm/K
Film thickness strain on heating: 18.3 ppm/K
Its share of film strain: 0.55 percent per K
Chip radius: 2.0 mm
Edge effect on mean shortening: 66 ppm
Logarithmic over plain strain, excess: 0.17 percent
Normal minus lateral stress: 13.3 MPa
Rough yield stress (hardness/3): 167 MPa
Pore diameter: 2 nm, over thickness: 0.0040
```
